# What one imaginary frequency says about a precursor's reaction path

**The argument under review**

The manuscript studies the conversion of a precursor P into a product Q on a model surface with two coordinates, \(x\) and \(y\). It reports a stationary point S and argues as follows. S lies between P and Q. Its Hessian gives one imaginary frequency. The corresponding mode points along the straight line from P to Q. A small displacement towards Q, followed downhill, arrives at Q. The manuscript concludes that S is the transition state of P → Q, with a barrier of 0.36 eV measured from P.

The first four statements are correct. The question is whether the conclusion follows from them. The surface is simple enough to settle this by algebra.

**The surface and its stationary points**

The potential energy is

\[
V(x,y)=U(x)+\frac{k}{2}\,[y-f(x)]^2,\qquad k>0,
\]

with

\[
U'(x)=A(x+3)(x+2.2)(x+1)x(x-1),\qquad U(0)=0,
\]
\[
f(x)=-c\,x^2(x+3)(x-1).
\]

Lengths are in angstrom and energies in eV. The parameters are round model values: \(A=0.5\) eV/Å\(^6\), \(k=8\) eV/Å\(^2\) and \(c=0.1\) Å\(^{-3}\). The curve \(y=f(x)\) is the floor of a bent valley, and \(U(x)\) is the energy along that floor.

To integrate \(U'\), first multiply its factors. Since \((x+3)(x+2.2)=x^2+5.2x+6.6\) and \((x+1)x(x-1)=x^3-x\),

\[
U'=A\,(x^5+5.2x^4+5.6x^3-5.2x^2-6.6x),
\]
\[
U=A\left(\frac{x^6}{6}+1.04x^5+1.4x^4-\frac{5.2}{3}x^3-3.3x^2\right).
\]

The first derivatives of \(V\) are

\[
V_x=U'-k(y-f)f',\qquad V_y=k(y-f).
\]

Setting \(V_y=0\) gives \(y=f(x)\). The second term of \(V_x\) then vanishes, which leaves \(U'(x)=0\). There are therefore five stationary points, one for each root of \(U'\):

- P: \((-3,\,0)\), \(V=-0.360\) eV
- T: \((-2.2,\,1.239)\), \(V=0.290\) eV
- I: \((-1,\,0.4)\), \(V=-0.520\) eV
- S: \((0,\,0)\), \(V=0\)
- Q: \((1,\,0)\), \(V=-1.213\) eV

At a stationary point \(y-f=0\), so the second derivatives reduce to

\[
H=\begin{pmatrix}U''+kf'^2&-kf'\\-kf'&k\end{pmatrix},
\]
\[
\det H=k(U''+kf'^2)-k^2f'^2=kU''.
\]

If \(U''<0\), the determinant is negative and \(H\) has one negative and one positive eigenvalue. If \(U''>0\), the determinant and the diagonal element \(k\) are both positive, so both eigenvalues are positive. The slope \(U'\) is positive to the right of its largest root and changes sign at each simple root. Hence \(U''\) is positive at Q, negative at S, positive at I, negative at T and positive at P. P, I and Q are minima; S and T are first-order saddles.

The manuscript is thus right about the character of S. It overlooks, however, the minimum I.

**What the imaginary frequency establishes**

In atomic units, let \(q_i=\sqrt{m_i}\,x_i\), where \(x_1=x\), \(x_2=y\) and the \(m_i\) are the masses. The mass-weighted Hessian is \(K=M^{-1/2}HM^{-1/2}\), with \(M\) the diagonal mass matrix. Its eigenvalues are squared frequencies, \(\lambda_j=\omega_j^2\), so a negative eigenvalue means an imaginary frequency. For any vector \(v\),

\[
v^{\mathsf T}Kv=u^{\mathsf T}Hu,\qquad u=M^{-1/2}v.
\]

The map from \(v\) to \(u\) is invertible. The largest subspace on which the quadratic form is negative therefore has the same dimension for \(K\) and \(H\). Positive masses change the size of the imaginary frequency, but not the number of imaginary frequencies.

At S, \(f'(0)=0\) because \(f\) contains the factor \(x^2\). The Hessian is diagonal, with

\[
H_{xx}=U''(0)=-6.6A=-3.3\ \text{eV/Å}^2,\qquad H_{yy}=8\ \text{eV/Å}^2.
\]

The unstable mode lies along \(x\) for any masses. With \(m_x=10\) u and \(m_y=20\) u, the negative eigenvalue is \(-3.3/10=-0.33\) eV/(Å\(^2\) u), which corresponds to \(\hbar|\omega|=0.037\) eV.

The reaction path is the steepest-descent path in mass-weighted coordinates,

\[
\frac{dq_i}{d\tau}=-\frac{\partial V}{\partial q_i},
\qquad\text{or}\qquad
\frac{dx_i}{d\tau}=-\frac{1}{m_i}\frac{\partial V}{\partial x_i}.
\]

The parameter \(\tau\) labels points on the path; it is not the time of a molecular trajectory. By the chain rule,

\[
\frac{dV}{d\tau}=\sum_i\frac{\partial V}{\partial q_i}\frac{dq_i}{d\tau}=-|\nabla_qV|^2\le 0.
\]

Close to S, let \(\xi_j\) be the displacement along eigenvector \(j\) of \(K\). To leading order \(d\xi_j/d\tau=-\lambda_j\xi_j\), so

\[
\xi_j(\tau)=\xi_j(0)\,e^{-\lambda_j\tau}.
\]

A path that starts from S must approach S as \(\tau\to-\infty\). A component with \(\lambda_j>0\) would grow in that limit and must be absent. The component with \(\lambda_j<0\) remains, and its sign can be positive or negative. The unstable-manifold theorem carries this count over to the full nonlinear equation: two branches leave S, tangent to the unstable mode.

This is what one imaginary frequency provides. It gives the number of branches and their initial direction. It contains no statement about where they end.

**Where the two branches end**

Each branch starts from the energy \(V(S)=0\) and descends, so \(V<0\) at every later point. On two vertical lines the energy is too high for this:

\[
V(0,y)=\frac{k}{2}y^2\ge0,
\]
\[
V(-2.2,y)\ge U(-2.2)=0.290\ \text{eV}>0.
\]

The backward branch leaves towards negative \(x\). Being continuous, it could escape from the strip \(-2.2<x<0\) only by crossing one of these lines, and it can cross neither.

It remains to show that the branch settles at a stationary point. In the strip \(x\) is bounded, and the condition \(V<0\) then bounds \(y\), because the valley term grows as \(y^2\). The path thus stays in a bounded region, where \(V\) has a lower limit. The total energy drop, which is the integral of \(|\nabla_qV|^2\) over \(\tau\), is finite. Since the gradient varies smoothly along a bounded path, it must tend to zero. Every limit point is therefore stationary and has \(V<0\), which excludes the two boundary lines. The strip contains one stationary point, I. The backward branch ends at I, not at P.

The forward branch is confined to \(x>0\) by the first line. There \(U\to+\infty\) at large \(x\), so \(V<0\) again defines a bounded region. Its one stationary point is Q, and the branch ends there.

S is therefore the transition state of I → Q. The downhill run reported in the manuscript was correct, but it examined the side on which the assignment happened to be right. The other side exposes the error.

**Why the direction of the mode misleads**

P, S and Q all lie on \(y=0\), and the mode at S lies along this line. The arrow drawn backwards from S points straight at P. It is, however, a tangent at one point, and the path bends away from it.

I followed the backward branch numerically with an implicit Runge–Kutta method, starting \(10^{-4}\) Å from S. After one quarter, one half and three quarters of the 0.52 eV descent, it passes through

\[
(-0.315,\,0.015),\quad(-0.490,\,0.047),\quad(-0.672,\,0.119)\ \text{Å},
\]

and it ends at \((-1,\,0.4)\) Å. Continuing along the arrow instead means keeping \(y=0\), where

\[
V(x,0)=U(x)+\frac{k}{2}f(x)^2.
\]

Between S and P this energy rises to 6.43 eV, near \(x=-2.19\) Å. Most of it is the cost of leaving the valley floor: at \(x=-2.2\) Å the second term is \(4\times1.239^2\approx6.14\) eV.

The masses alter the route. Halfway down in energy, the path passes through \((-0.534,\,0.005)\) Å for \(m_x=1\) u and \(m_y=50\) u, but through \((-0.481,\,0.086)\) Å when the two masses are exchanged. The equation \(dy/d\tau=-(k/m_y)(y-f)\) shows why a heavy \(y\) coordinate follows the bending valley more slowly. The endpoints do not change, because the energy argument above did not use the masses. That independence belongs to this surface and should not be assumed for others.

**Could a more accurate Hessian settle the matter?**

It could not. Keep \(k\) and \(f\), but replace \(U\) by \(\tilde U\), with \(\tilde U(0)=0\) and

\[
\tilde U'(x)=B(x+3)x(x-1)(1+x+0.3x^2).
\]

The last factor has discriminant \(1-1.2=-0.2\), so it has no real root and is positive everywhere. The curvature at S is

\[
\tilde U''(0)=B\cdot3\cdot(-1)\cdot1=-3B.
\]

Choosing \(B=1.1\) eV/Å\(^4\) makes this \(-3.3\) eV/Å\(^2\), as before. The two surfaces now have the same energy, gradient and Hessian at S, and hence the same frequencies and the same mode for any given masses.

The stationary points of the new surface are P, S and Q alone. The line \(x=0\) still has \(V\ge0\), so neither branch can cross it. Since \(\tilde U\to+\infty\) on both sides, each branch stays in a bounded region. The stationary point available on the left is P, and the one on the right is Q. On this surface the manuscript's assignment would be correct.

Identical second-order data at S are thus compatible with two different connections. The energies of the minima do differ: P lies at \(-3.61\) eV on the second surface and at \(-0.36\) eV on the first. The example concerns information taken at S; it does not say that two surfaces must agree elsewhere.

**The missing step and the barrier**

The saddle T supplies the connection from P to I. Its unstable direction has a non-zero \(x\) component, because a displacement along \(y\) alone has the positive curvature \(V_{yy}=k\). The two branches therefore leave T on opposite sides of the line \(x=-2.2\). They have \(V<V(T)\), whereas \(V\ge V(T)\) on the whole line, so neither can cross it later. On the left, the one stationary point is P, and the growth of \(U\) keeps the branch in a bounded region. That branch ends at P.

On the right, energy alone does not stop the branch from reaching \(x=0\), because T is higher than S. Here the gradient helps. Since \(U'(0)=f'(0)=0\), \(V_x\) vanishes on the whole line \(x=0\). A descent path that starts on this line stays on it, and by uniqueness no other path can cross it. The branch is left with I or S as possible endpoints. Close to S,

\[
V_x\approx-3.3\,x
\]

in eV/Å, with corrections that are smaller by a factor of order \(x\) or \(y\). For \(x<0\) this is positive, so \(dx/d\tau<0\) and the path moves away from S. It ends at I. The full sequence is P → T → I → S → Q.

Any continuous route from P to Q must cross \(x=-2.2\), where its energy is at least \(V(T)\). The valley floor attains this bound, because the highest value of \(U\) between P and Q is \(U(-2.2)\). The lowest possible energy maximum is therefore \(V(T)\), and the barrier from P is

\[
V(T)-V(P)=0.290-(-0.360)=0.650\ \text{eV},
\]

or 62.7 kJ/mol. The manuscript's value is

\[
V(S)-V(P)=0-(-0.360)=0.360\ \text{eV},
\]

which is too low by 0.290 eV. At 600 K, where \(k_{\mathrm B}T=0.0517\) eV, the Boltzmann factor is overestimated by

\[
\exp\left(\frac{0.290}{0.0517}\right)\approx270.
\]

This ratio compares energies only. A rate constant would also need the vibrational prefactors and, where relevant, tunnelling. The second step has its own barrier, \(V(S)-V(I)=0.520\) eV.

If T were lower than S, the highest point on the valley floor would be S, and \(V(S)-V(P)\) would correctly give the height of that point above P. The intermediate could still be missing from the mechanism, and this can matter for the rate: if I also lay below P, the system would collect in I, and the barrier controlling the formation of Q would be the larger value \(V(S)-V(I)\). If \(V(T)\) fell below \(V(S)\), the line through T would also cease to be an energetic wall for the branch from S, and the energy argument used above would no longer determine where that branch ends.

**Revisions requested**

Both branches from S should be followed, with a small displacement along \(+\) and \(-\) the unstable mode. Each endpoint should be optimized and identified by its structure. When an unexpected minimum appears, the saddle for the missing step must be found and treated in the same way.

The Hessian at each endpoint is also needed, because a branch can end at another saddle. In dimensionless form, consider

\[
W=\frac{(x^2-1)^2}{4}+\frac{(b-x^2)y^2}{2}+\frac{y^4}{2},\qquad 0<b<1.
\]

At the origin \(W_{xx}=-1\), \(W_{yy}=b>0\) and \(W_{xy}=0\), so this is a first-order saddle. By the symmetry \(y\to-y\), its branches stay on \(y=0\) and run to \((\pm1,0)\). There \(W_{xx}=2\) but \(W_{yy}=b-1<0\), so both endpoints are saddles. This outcome depends on the exact symmetry: a starting offset as small as \(10^{-6}\) in \(y\) carries a computed path off the axis to a minimum at \(x^2=2-b\), \(y^2=1-b\). Such endpoints are therefore to be expected mainly when symmetry is imposed on the calculation. A zero gradient at the end of a path does not prove that a minimum has been reached.

The paths discussed here belong to one potential-energy surface with nondegenerate stationary points. They establish which minima a saddle joins by steepest descent. A thermal trajectory carries kinetic energy and may leave the path, so steepest-descent paths alone do not determine the distribution of products.

As submitted, the evidence supports the statement that S is a first-order saddle with Q on one side. It does not support the assignment to P → Q.
